\section*{Thermal stiffening of graphene's bending rigidity: a one-loop estimate}

\section*{Problem}

A free-standing graphene sheet at $T=300$ K has two-dimensional Young modulus $Y=340$ N/m and bending rigidity $\kappa=1.4$ eV. Thermal ripples of the sheet change its resistance to further bending.

(a) Treat the sheet as a classical elastic membrane and find, to first order in $Y$, the effective rigidity $\kappa_R(q)$ for a ripple of wave number $q$.

(b) At which wavelength does the correction equal the bare rigidity? Does this support the statement that the rigidity is strongly renormalised at wavelengths beyond roughly 5 nm?

(c) How large is the effect beyond that wavelength, where first order no longer suffices, and what do residual strain or a substrate do to it?

\section*{Solution}

\subsection*{The elastic energy}

Let $h(\mathbf x)$ be the height of the sheet and $\mathbf u(\mathbf x)$ its in-plane displacement. For small slopes,
\begin{equation}
E=\int d^2x\left[\frac{\kappa}{2}(\nabla^2h)^2+\mu\,u_{ij}u_{ij}+\frac{\lambda}{2}u_{kk}^2\right],\qquad
u_{ij}=\tfrac12(\partial_iu_j+\partial_ju_i)+A_{ij},\quad A_{ij}=\tfrac12\partial_ih\,\partial_jh ,
\end{equation}
where $\mu$ and $\lambda$ are the two-dimensional Lam\'e constants. The edges are free, so the mean strain relaxes to zero and the uniform ($\mathbf k=0$) part costs nothing. Fourier components are defined by $f(\mathbf x)=\sum_{\mathbf k}f_{\mathbf k}e^{i\mathbf k\cdot\mathbf x}$ on a sheet of area $S$.

Without stretching, the energy is $S\sum_{\mathbf p}\frac12\kappa p^4|h_{\mathbf p}|^2$, and equipartition gives
\begin{equation}
\langle|h_{\mathbf p}|^2\rangle=\frac{G(p)}{S},\qquad G(p)=\frac{k_BT}{\kappa p^4}.
\end{equation}

\subsection*{Removing the in-plane displacement}

For each $\mathbf k\neq0$, take components along $\hat{\mathbf k}$ (label $L$) and perpendicular to it (label $\perp$). Derivatives act along $\hat{\mathbf k}$ alone, so
\begin{equation}
u_{LL}=iku_L+A_{LL},\qquad u_{L\perp}=\tfrac12iku_\perp+A_{L\perp},\qquad u_{\perp\perp}=A_{\perp\perp}.
\end{equation}
The displacement can set the first two components to any value, but it cannot touch the third. The energy is quadratic in $\mathbf u$, so integrating over $\mathbf u$ is the same as minimising, apart from a constant independent of $h$. The minimum has $u_{L\perp}=0$ and $2\mu u_{LL}+\lambda(u_{LL}+A_{\perp\perp})=0$, hence
\begin{equation}
u_{LL}=-\frac{\lambda A_{\perp\perp}}{2\mu+\lambda},\qquad u_{LL}+A_{\perp\perp}=\frac{2\mu A_{\perp\perp}}{2\mu+\lambda}.
\end{equation}
The energy per area left in this component is
\begin{align}
&|A_{\perp\perp}|^2\left[\mu+\frac{\mu\lambda^2}{(2\mu+\lambda)^2}+\frac{\lambda}{2}\frac{4\mu^2}{(2\mu+\lambda)^2}\right]
=\mu|A_{\perp\perp}|^2\,\frac{4\mu^2+6\mu\lambda+2\lambda^2}{(2\mu+\lambda)^2}\nonumber\\
&\qquad=\frac{2\mu(\mu+\lambda)}{2\mu+\lambda}|A_{\perp\perp}|^2=\frac Y2|A_{\perp\perp}|^2,\qquad Y=\frac{4\mu(\mu+\lambda)}{2\mu+\lambda},
\end{align}
because the numerator factors as $2(2\mu+\lambda)(\mu+\lambda)$. Poisson's ratio has disappeared except through $Y$.

Now express $A_{\perp\perp}$ through the heights. The product of two gradients brings $(ip_\perp)(ip'_\perp)$ with $\mathbf p+\mathbf p'=\mathbf k$. Since $k_\perp=0$, $p'_\perp=-p_\perp$, and the two minus signs cancel:
\begin{equation}
A_{\perp\perp}(\mathbf k)=\tfrac12\sum_{\mathbf p}(\hat{\mathbf k}\times\mathbf p)^2\,h_{\mathbf p}h_{\mathbf k-\mathbf p},\qquad
E_4=\frac{SY}{2}\sum_{\mathbf k\neq0}|A_{\perp\perp}(\mathbf k)|^2 .
\label{eq:A}
\end{equation}

\subsection*{The energy of one imposed ripple}

Add to the thermal heights a fixed ripple $H_{\mathbf q}e^{i\mathbf q\cdot\mathbf x}+\text{c.c.}$ To first order in $Y$, its free energy is its bending energy plus the thermal average of $E_4$. We need the terms of order $|H_{\mathbf q}|^2$.

The part of $A_{\perp\perp}$ made of two factors $H$ has $\mathbf k=\pm2\mathbf q$ or $\mathbf k=0$. The first vanishes because $\hat{\mathbf k}\times\mathbf q=0$, and the second has been dropped. What remains is the part with one $H$ and one thermal $h$. Either factor in (\ref{eq:A}) may be the $H$, which cancels the $\frac12$:
\begin{equation}
A_{\perp\perp}^{(1)}(\mathbf k)=(\hat{\mathbf k}\times\mathbf q)^2\left[H_{\mathbf q}h_{\mathbf k-\mathbf q}+H_{-\mathbf q}h_{\mathbf k+\mathbf q}\right].
\end{equation}
The two thermal amplitudes are uncorrelated. Their squares contribute equally after summing over $\mathbf k$, because $\mathbf k\to-\mathbf k$ exchanges them. Therefore
\begin{equation}
\langle E_4\rangle_{H^2}=\frac{SY}{2}\cdot2\sum_{\mathbf k}(\hat{\mathbf k}\times\mathbf q)^4|H_{\mathbf q}|^2\frac{G(|\mathbf k-\mathbf q|)}{S}
=SY|H_{\mathbf q}|^2\int\frac{d^2k}{(2\pi)^2}(\hat{\mathbf k}\times\mathbf q)^4G(|\mathbf k-\mathbf q|).
\end{equation}
The bending energy of the same ripple is $S\kappa q^4|H_{\mathbf q}|^2$. Comparison gives
\begin{equation}
\Delta\kappa(q)=Y\int\frac{d^2k}{(2\pi)^2}(\hat{\mathbf k}\times\hat{\mathbf q})^4\,G(|\mathbf k-\mathbf q|).
\label{eq:loop}
\end{equation}

This counting was tested on a periodic sheet of side $2\pi$ with $Y=\kappa=k_BT=1$, imposed wave vector $(2,1)$ and thermal modes with integer components up to 4 in size. The mode sum corresponding to (\ref{eq:loop}) gives $\Delta\kappa=0.00984207$. Averaging the relaxed energy, computed directly from the Lam\'e constants, gives the same number for Poisson ratios $0.17$ and $-0.30$.

\subsection*{The integral}

Let $\mathbf p=\mathbf q-\mathbf k$ be the wave vector of the thermal ripple and $\varphi$ its angle to $\mathbf q$. Since $\mathbf k\times\hat{\mathbf q}=-\mathbf p\times\hat{\mathbf q}$,
\begin{equation}
\Delta\kappa(q)=\frac{Y}{4\pi^2}\int_0^\infty dp\,p^5G(p)\int_0^{2\pi}d\varphi\,\frac{\sin^4\varphi}{|\mathbf p-\mathbf q|^4}.
\end{equation}
Let $m$ be the larger of $p$ and $q$, and $r<1$ the ratio of the smaller to the larger. Then $|\mathbf p-\mathbf q|^2=m^2D$ with $D=1-2r\cos\varphi+r^2$. The imaginary part of the geometric series $e^{i\varphi}/(1-re^{i\varphi})=\sum_{n\ge1}r^{n-1}e^{in\varphi}$ is
\begin{equation}
\frac{\sin\varphi}{D}=\sum_{n\ge1}r^{n-1}\sin n\varphi .
\end{equation}
Square this, multiply by $\sin^2\varphi=\frac12(1-\cos2\varphi)$ and integrate. The constant part keeps equal indices, and $\cos2\varphi$ couples indices that differ by 2, or the pair $n=n'=1$:
\begin{equation}
\int_0^{2\pi}\frac{\sin^4\varphi}{D^2}d\varphi
=\frac\pi2\sum_{n\ge1}r^{2n-2}-\frac\pi4\left[2\sum_{n\ge1}r^{2n}-1\right]
=\frac\pi2\,\frac{1-r^2}{1-r^2}+\frac\pi4=\frac{3\pi}{4}.
\end{equation}
The dependence on $r$ cancels. For any isotropic ripple spectrum $G$,
\begin{equation}
\Delta\kappa(q)=\frac{3Y}{16\pi}\left[\frac1{q^4}\int_0^qp^5G(p)\,dp+\int_q^\infty pG(p)\,dp\right].
\label{eq:radial}
\end{equation}
With $G=k_BT/(\kappa p^4)$, each term in the bracket equals $k_BT/(2\kappa q^2)$. The answer to (a) is
\begin{equation}
\kappa_R(q)=\kappa+\frac{3k_BTY}{16\pi\kappa q^2}=\kappa\left[1+\frac{q_*^2}{q^2}\right],\qquad
q_*^2=\frac{3k_BTY}{16\pi\kappa^2}.
\label{eq:result}
\end{equation}

The second term of (\ref{eq:radial}) has a direct meaning. The mean-square height of ripples shorter than the imposed one is $\langle h^2\rangle_{p>q}=\int_q^\infty pG\,dp/(2\pi)$, so they contribute $\frac38Y\langle h^2\rangle_{p>q}$. Bending a corrugated sheet generally also stretches it, and the cost grows with the square of the corrugation height. The exception is a corrugation whose wave vector is parallel to that of the bend, which adds no stretching. The factor $\frac38$ equals the average of $\sin^4\varphi$ over all directions.

\subsection*{The crossover wavelength}

In the units of the problem, $Y=2122.1$ eV/nm$^2$ and $k_BT=0.02585$ eV, so
\begin{equation}
q_*^2=\frac{3\times0.02585\times2122.1}{16\pi\times1.4^2}\ \text{nm}^{-2}=1.67\ \text{nm}^{-2},\qquad q_*=1.29\ \text{nm}^{-1}.
\end{equation}
The correction equals the bare rigidity at the full wavelength
\begin{equation}
\lambda_*=\frac{2\pi}{q_*}=4.86\ \text{nm}.
\end{equation}
The inverse wave number, $1/q_*=0.774$ nm, is a different length. A quoted crossover length must therefore say which of the two is meant.

Very small ripples suffice. At $q_*$ the shorter ripples supply half of the correction, $\frac38Y\langle h^2\rangle=\frac12\kappa$, so $\langle h^2\rangle=4\kappa/(3Y)=8.8\times10^{-4}$ nm$^2$, a root-mean-square height of 0.03 nm. The sheet is so easy to bend compared with its resistance to stretching that this small corrugation matters.

The estimate supports the statement in the following sense: near 5 nm the correction ceases to be small. This is a gradual onset. At $\lambda_*$ the expansion parameter $(q_*/q)^2$ is 1, so the factor of 2 that (\ref{eq:result}) gives there is itself unreliable, and its growth as the square of the wavelength cannot be trusted further out.

\subsection*{Beyond first order}

Two effects moderate the growth. A stiffened sheet has smaller ripples, and the ripples also soften the sheet against stretching. The second effect is found by applying an extra transverse strain $a_{\mathbf k}$. If the fluctuations of $A_{\perp\perp}$ are treated as Gaussian with variance $k_BT\,\Pi(k)/S$, they act as a spring of compliance $\Pi$ in series with the bare one. Minimising $|A|^2/(2\Pi)+Y|A+a|^2/2$ over $A$ gives $|a|^2/[2(\Pi+1/Y)]$, and therefore
\begin{equation}
\frac1{Y_R(k)}=\frac1Y+\Pi(k),\qquad
\Pi(k)=\frac1{2k_BT}\int\frac{d^2p}{(2\pi)^2}(\hat{\mathbf k}\times\mathbf p)^4G(p)G(|\mathbf k-\mathbf p|).
\label{eq:screen}
\end{equation}
The prefactor comes from (\ref{eq:A}): the square of $\frac12$ times two ways of pairing the heights.

The self-consistent screening approximation (SCSA) uses $Y_R(k)$ in place of $Y$ inside the integral (\ref{eq:loop}), and $G=k_BT/(\kappa_Rp^4)$ in both integrals. It leaves out further corrections to the coupling between ripples and stretching, so it is an approximation too. The two equations were solved together numerically.

\begin{center}
\begin{tabular}{ccc}
\hline
Wavelength (nm) & $\kappa_R/\kappa$, first order & $\kappa_R/\kappa$, SCSA\\
\hline
2 & 1.17 & 1.13\\
5 & 2.06 & 1.55\\
10 & 5.23 & 2.34\\
20 & 17.9 & 3.88\\
50 & 107 & 8.02\\
\hline
\end{tabular}
\end{center}

At 2 nm the two rigidities differ by only about 3\%, although the SCSA increase is already about a fifth smaller (0.133 against 0.169). At 5 nm the SCSA increase is about half the first-order one, and the SCSA rigidity has doubled only at 7.9 nm. At 50 nm it is eight times the bare value, while first order overshoots this by a factor of 13. In the SCSA, then, the stiffening is about 50\% at 5 nm and becomes a factor of several at tens of nanometres. The mean-square amplitude of a 10 nm ripple is $1/2.34=0.43$ of its harmonic value.

The long-wavelength growth follows a power law. Suppose $\kappa_R\propto q^{-\eta}$, so that $G\propto p^{\eta-4}$. Counting powers in (\ref{eq:screen}) gives $\Pi\propto k^{2\eta-2}$, which outgrows $1/Y$ if $\eta<1$, so $Y_R\propto k^{2-2\eta}$. Equation (\ref{eq:loop}) then scales with the power $2+(2-2\eta)+(\eta-4)=-\eta$, as assumed. Power counting leaves $\eta$ free; matching the prefactors fixes it. The numerical solution has $\eta=0.8209$ at very long wavelengths, in agreement with the known closed SCSA value $4/(1+\sqrt{15})$. Between 20 and 50 nm the table gives $\ln(8.02/3.88)/\ln2.5=0.79$, already close to this limit.

\subsection*{Strain and substrate}

Under a prescribed isotropic tension $\sigma$, the ripple spectrum becomes $G=k_BT/(\kappa p^4+\sigma p^2)$. Put $t=\sigma/(\kappa q^2)$ and $y=p^2/q^2$ in (\ref{eq:radial}). Relative to the free first-order correction at the same $q$,
\begin{equation}
\frac{\Delta\kappa}{\Delta\kappa_{\rm free}}=\frac12\int_0^1\frac{y\,dy}{y+t}+\frac12\int_1^\infty\frac{dy}{y(y+t)}
=\frac12\left[1-t\ln\frac{1+t}{t}\right]+\frac{\ln(1+t)}{2t}.
\end{equation}
A residual biaxial strain of 0.1\%, with Poisson ratio $\nu=0.17$ (both rough values), produces $\sigma=Y\times0.001/(1-\nu)=0.41$ N/m. Strain here means the tensile mean of $u_{ij}$, including its slope part $A_{ij}$; when a sheet is pulled at its edges, part of the extension goes into flattening ripples, so the edges must move further than this strain alone implies. At $q_*$ this means $t=1.09$, and the first-order correction falls to $0.145+0.338=0.48$ of its free value. This ratio overstates the effect, because the free first-order value is itself too large at $q_*$: with the same spectrum in the SCSA equations, $\Delta\kappa/\kappa$ at $q_*$ falls from 0.53 to 0.39, a ratio of about 0.74. For $t\gg1$ the expression tends to $(\ln t+\frac12)/(2t)$. Multiplied by $q_*^2/q^2$, it gives
\begin{equation}
\frac{\Delta\kappa}{\kappa}\to\frac{\kappa q_*^2}{2\sigma}\left[\ln\frac{\sigma}{\kappa q^2}+\frac12\right].
\end{equation}
Tension thus replaces the growth as the square of the wavelength by a logarithm. The strain at which $\sigma=\kappa q_*^2$ is 0.091\%.

A flat, rigid substrate on which the sheet can slide freely adds, for small heights $h$ about the equilibrium distance, an energy $\frac12gh^2$ per area, so $G=k_BT/(\kappa p^4+g)$. For a wall potential $V(z)=\frac\gamma2[(d/z)^9-3(d/z)^3]$, the minimum lies at $z=d$ with depth $\gamma$, and $g=V''(d)=\frac\gamma2(90-36)/d^2=27\gamma/d^2$. Rough values $\gamma=0.1$ J/m$^2$ and $d=0.3$ nm give $g=3.0\times10^{19}$ N/m$^3$, so $s=g/(\kappa q_*^4)=47.9$. At $q_*$, equation (\ref{eq:radial}) becomes
\begin{equation}
\frac{\Delta\kappa}{\Delta\kappa_{\rm free}}=\frac12\int_0^1\frac{y^2dy}{y^2+s}+\frac12\int_1^\infty\frac{dy}{y^2+s}
=\frac12\left[1-\sqrt s\arctan\frac1{\sqrt s}\right]+\frac{\arctan\sqrt s}{2\sqrt s}=0.107 .
\end{equation}
In this model the substrate removes about nine tenths of the first-order correction at $q_*$. In the SCSA the drop is from 0.53 to 0.10, about four fifths. Both figures hold for a harmonic wall only. The cubic term of $V$ contributes at the same order in $k_BT$. Expanded in $q$, it adds for these values a tension-like $q^2$ term of about 0.14 N/m, which at $q_*$ is roughly three times the stiffening found here, and it lowers the $q^4$ coefficient by about $0.016\,\kappa$.

\subsection*{The model beside real graphene}

The given stiffness and rigidity are typical of graphene. Since $\lambda_*\propto\kappa/\sqrt{TY}$, a 10\% change in $\kappa$ moves the crossover by 10\%. Heating to 400 K with $\kappa$ and $Y$ held fixed moves it to 4.21 nm. A substrate, or clamping that leaves the sheet under tension, breaks the assumption of a free, tensionless sheet. For the rough values above, the first-order correction at $q_*$ then drops from 100\% of $\kappa$ to about 48\% under strain, or 11\% on the substrate. The 5 nm estimate therefore belongs to suspended sheets with residual tensile strain well below 0.1\%. Compression is a separate case: for $\sigma<0$ the flat sheet is unstable, in the harmonic approximation, to ripples with $q^2<|\sigma|/\kappa$, and the formula for tension does not apply.

Two further idealisations can be partly sized at $q_*$. Cutting off the ripples at the zone radius, $15.5$ nm$^{-1}$, removes $\frac12(1.29/15.5)^2=0.35\%$ of the correction. The bending phonon at $q_*$ has energy 0.60 meV, far below $k_BT$, and using quantum ripple amplitudes changes the correction by an estimated 0.3\%. That estimate still treats the in-plane response as static, which requires the in-plane motion to be much faster than the ripples. The longitudinal phonon at $q_*$ has energy 18.2 meV, thirty times that of the bending phonon. The transverse in-plane phonon is slower by the factor $\sqrt{(1-\nu)/2}=0.64$, which puts it near 12 meV, still about twenty times the bending energy. The 0.3\%, however, comes mostly from much shorter ripples, where the margin is thin: the bending phonon energy grows as $q^2$ and the in-plane ones only as $q$, so the ratio of twenty falls to about 1.6 at the zone radius. The 0.3\% therefore measures the change in ripple amplitudes alone. The correction for a finite in-plane response time was not computed. The numerical output below lists the values used.

\section*{Calculated quantities}
\begin{verbatim}
Young modulus Y = 340 N/m = 2122.1 eV/nm^2
bare rigidity kappa = 1.40 eV
temperature = 300 K, kB T = 0.02585 eV
grid test, loop sum (Y=kappa=kBT=1) = 0.00984207
grid test, energy, Poisson 0.17 = 0.00984207
grid test, energy, Poisson -0.30 = 0.00984207
loop coefficient 3/(16 pi) = 0.059683
loop coefficient by quadrature = 0.059683
q_star squared = 1.6705 nm^-2
q_star = 1.2925 nm^-1
1/q_star = 0.774 nm
crossover wavelength 2 pi/q_star = 4.86 nm
wavelength 2 nm: kappa_R/kappa one-loop = 1.17, SCSA = 1.13
wavelength 5 nm: kappa_R/kappa one-loop = 2.06, SCSA = 1.55
wavelength 10 nm: kappa_R/kappa one-loop = 5.23, SCSA = 2.34
wavelength 20 nm: kappa_R/kappa one-loop = 17.93, SCSA = 3.88
wavelength 50 nm: kappa_R/kappa one-loop = 106.79, SCSA = 8.02
SCSA kappa_R/kappa at q_star = 1.53
SCSA Y_R/Y at q_star = 0.82
SCSA rigidity doubled at wavelength = 7.9 nm
SCSA exponent eta: solved = 0.8209, 4/(1+sqrt 15) = 0.8209
SCSA (kappa_R/kappa - 1)(q/q_star)^2 at q = 100 q_star = 0.9993
lattice constant (rough) = 0.246 nm
Poisson ratio (rough) = 0.17
areal density = 0.761 mg/m^2
zone-radius cutoff = 15.5 nm^-1
loop lost to lattice cutoff at q_star = 0.35 %
flexural phonon energy at q_star = 0.60 meV
longitudinal phonon energy at q_star = 18.2 meV
flexural energy / kB T = 0.0231
longitudinal energy / kB T = 0.71
quantum amplitude change of loop (estimate) = 0.30 %
residual strain (rough) = 0.10 %, tension = 0.410 N/m
tension/(kappa q_star^2) = 1.09
loop at q_star with this strain / free = 0.483
strain where tension equals kappa q_star^2 = 0.091 %
substrate adhesion (rough) = 0.10 J/m^2, gap (rough) = 0.30 nm
substrate spring stiffness = 3.00e+19 N/m^3
spring/(kappa q_star^4) = 47.9
loop at q_star on substrate / free = 0.107
crossover wavelength at 400 K = 4.21 nm
\end{verbatim}
